Silicon's dielectric constant: Penn's estimate against one mean-value point

**Problem**

An electron gas with the valence density of silicon has plasmon energy 16.6 eV, and silicon's effective optical gap is 4.8 eV.

(a) Show how the Brillouin-zone sum for the static electronic dielectric constant ε collapses to 1 + (ħω_p/E_g)², and estimate ε.

(b) The zone average of a smooth periodic function can be estimated by its value at one mean-value point. Find this point for the fcc lattice. Does it do comparably well for ε, and why or why not?

**Conventions**

Hartree atomic units are used in the derivations, so ħ = m = e = 1; energies in the example are in eV. The electrons are independent and move in a local periodic potential, with N = 8 valence electrons in a primitive cell of volume Ω. The label v runs over the four filled bands and c over the empty ones. E = E_c − E_v is the direct transition energy at wave vector k, and ⟨…⟩ is an average over the zone. Ions are held fixed.

**Solution (a): from the zone sum to one gap**

*The response to a slow field.* Let the total potential energy felt by an electron be u(e^{iq·r} + e^{−iq·r}), with small q. First-order perturbation theory mixes empty states into each filled state:

δψ_v = −u Σ_c ψ_c,k+q M/E + (the same with −q), M = ⟨c,k+q|e^{iq·r}|v,k⟩.

Mixing among filled states does not change the density, because the contributions of each pair cancel. The density component n_q has one term from δψ_v and one from its conjugate. Time reversal makes them equal after the zone sum, which gives a factor 2. Spin gives another 2:

n_q = −(4u/Ω) ⟨Σ_vc |M|²/E⟩.

By Poisson's equation this density produces the potential energy 4πn_q/q². The total is the external part plus this induced part, so u_ext = u − 4πn_q/q². Since ε = u_ext/u,

ε = 1 + (16π/Ωq²) ⟨Σ_vc |M|²/E⟩.

Only the component with the wave vector of the applied field has been kept. The finer ripples of the induced field inside a cell, called local fields, are left out.

*The limit of small q.* In terms of the cell-periodic parts of the Bloch functions, M = ⟨u_c,k+q|u_v,k⟩. Their Hamiltonian is H(k) = (p + k)²/2 + V, so to first order H(k+q) − H(k) = q·(p + k). At q = 0 the two states are orthogonal. First-order mixing then gives

|M| = |q·p_cv|/E,

where p_cv is the momentum matrix element between the Bloch states. For q along x, |M|² = q²|p_x|²/E², and q² cancels. In a cubic crystal the zone average of |p_x|² terms is one third of that of |p|² terms. Hence

ε = 1 + ⟨χ(k)⟩, χ(k) = (4π/Ω)(4/3) Σ_vc |p_cv|²/E³.

One power of 1/E comes from the response and two come from the squared overlap.

*The sum rule.* Second-order perturbation theory in k gives the curvature of a band:

∂²E_n/∂k_x² = 1 + 2 Σ_m≠n |p_x,nm|²/(E_n − E_m).

Let W(k) = 2Σ_v E_v be the energy of the filled bands, with spin. In W the terms between two filled bands cancel in pairs, since their denominators are opposite. The terms to empty bands have denominator −E. Adding the three directions and dividing by three,

(1/3)∇²W = 8 − (4/3) Σ_vc |p_cv|²/E.

Define the oscillator strength of a transition as f = (4/3)|p_cv|²/E, and the total at one k as S(k) = Σ_vc f. Then

S(k) = 8 − (1/3)∇²W(k).

Because a gap separates filled from empty bands, W is smooth and periodic, and its second derivatives average to zero. Therefore ⟨S⟩ = 8 = N. The sum rule holds for the zone average, and S at a single k may differ from 8.

*The collapse.* With ω_p² = 4πN/Ω, the zone sum becomes

ε − 1 = (4π/Ω) ⟨Σ f/E²⟩ = ω_p² ⟨Σ f/E²⟩/N.

The last factor is the average of 1/E² weighted by oscillator strength. Call it 1/E_g². Then

ε = 1 + (ω_p/E_g)².

With E_g defined in this way the formula is an identity within the model. It becomes an estimate when a gap from elsewhere is inserted. This is Penn's formula with its prefactor set to one.

The effective gap lies below the mean transition energy. Write E = Ē(1 + η), where Ē is the strength-weighted mean, so η averages to zero. For small η, (1 + η)⁻² ≈ 1 − 2η + 3η², and so

1/E_g² ≈ (1/Ē²)(1 + 3σ²/Ē²),

where σ is the rms spread of E. Low-energy transitions gain more weight than high-energy ones lose. The expansion gives a usable number only when σ is much smaller than Ē, which is not the case for a broad spectrum such as silicon's. The inequality E_g < Ē needs no such condition: 1/E² is a convex function, so its average exceeds 1/Ē² for any spread. If the effective gap grows at fixed density, ε tends to 1. If it goes to zero, the formula diverges, and the treatment no longer applies, because it assumed a gap between filled and empty bands.

*The number.*

ħω_p/E_g = 16.6/4.8 = 3.458

ε ≈ 1 + 3.458² = 1 + 11.96 = 12.96, or about 13.

Since ε − 1 varies as E_g⁻², a small relative error in the gap enters doubled and with opposite sign. A gap of 4.7 eV gives 13.5, and 4.9 eV gives 12.5. The measured value is roughly 12. This agreement is not an independent success if the effective gap was itself inferred from a measured dielectric constant.

**Solution (b): the mean-value point**

*Fourier stars.* With a gap at every k, no denominator in χ(k) vanishes. The function is smooth and periodic and can be expanded as

χ(k) = ⟨χ⟩ + Σ_s a_s A_s(k).

A star s is a set of lattice vectors R related by the cubic symmetry, and A_s is the mean of cos(k·R) over its members. One point gives the average if the sum over stars vanishes there. The mean-value idea is to cancel the shortest stars and to trust that the others are small.

The fcc lattice vectors are R = (a/2)(h,k,l) with integers whose sum is even. Write the wave vector as (2π/a)(x,y,z), and let X = cos πx, Y = cos πy, Z = cos πz. Summing over signs turns each cosine of a sum into a product of cosines. The first three stars, (1,1,0), (2,0,0) and (2,1,1), are

A₁ = (XY + YZ + ZX)/3

A₂ = [2(X² + Y² + Z²) − 3]/3

A₃ = [2XYZ(X + Y + Z) − (XY + YZ + ZX)]/3.

The last two use cos 2πx = 2X² − 1.

*Solving for the point.* A₁ = 0 and A₂ = 0 require

XY + YZ + ZX = 0, X² + Y² + Z² = 3/2.

Then (X + Y + Z)² = 3/2. Take the sum to be s = √(3/2) = 1.2247. The negative sign gives equivalent points, reached by changing each coordinate to one minus itself. Two conditions on three coordinates leave a line of solutions, and on it

A₃ = (2/3)sP, P = XYZ.

The remaining freedom can be used to make |A₃| small. X, Y and Z are the roots of t³ − st² − P = 0, so each root obeys P = −t²(s − t). For three real roots the largest one is at least 2s/3 = 0.816, where t²(s − t) has its maximum. Beyond that maximum |P| falls as t grows. A cosine cannot exceed 1, so |P| is least when the largest root is 1. Choose Z = 1, that is z = 0. Then

X + Y = s − 1 = 0.2247, XY = −(X + Y) = −0.2247.

The quadratic gives

X, Y = [0.2247 ± √(0.2247² + 4 × 0.2247)]/2 = 0.5996 and −0.3749.

Taking inverse cosines, the mean-value point is

k* = (2π/a)(0.6223, 0.2953, 0).

There A₁ = A₂ = 0, and A₃ = (2/3)(1.2247)(−0.2247) = −0.1835.

*A band model to try it on.* The density fixes the size of the crystal. From ω_p² = 4π·8/Ω, a plasmon energy of 16.6 eV gives Ω = 270.1 bohr³. Since Ω = a³/4, the lattice constant is a = 10.26 bohr (5.43 Å).

The bands come from the Cohen–Bergstresser local empirical pseudopotential. Its form factors are −0.21, 0.04 and 0.08 Ry for reciprocal vectors with squared length 3, 8 and 11 in units of (2π/a)². Each is multiplied by cos(G·τ), with τ = (a/8)(1,1,1) and the origin midway between the two atoms. The Hamiltonian was diagonalized in 137 plane waves at each k, and χ(k) was summed over all resulting transitions.

The zone averages use uniform grids whose coordinates are odd multiples of 1/m. Symmetry reduces them to 2, 10, 182 and 408 points for m = 4, 8, 24 and 32. The last two both give ε = 11.46, which serves as the reference for the integration. The last digits quoted below depend on the basis. With several hundred plane waves centred on each k, the zone value moves by about 0.005, ε at k* goes from 4.84 to 4.83, ε at Γ from 81.3 to 81.0, the two-point value from 18.89 to 18.90, the smallest gap at k* from 5.18 to 5.19 eV, and the third star amplitude from −0.25 to about −0.29. It is not a reference for experiment, since the model omits local fields, exchange-correlation response, nonlocal potentials and spin-orbit coupling.

| Estimate | ε | Error in ε − 1 |
|---|---:|---:|
| Penn, 4.8 eV | 12.96 | +14 % |
| Mean-value point | 4.84 | −63 % |
| 2 special points | 18.89 | +71 % |
| 10 special points | 12.13 | +6.5 % |
| Γ alone | 81.3 | +668 % |
| 408 points | 11.46 | reference |

The answer to the question is no. In this model the mean-value point gives little more than a third of the correct ε − 1, while Penn's estimate is 14 % too high. The latter error has a simple reading. The zone sum corresponds to an effective gap of 5.13 eV, and (5.13/4.8)² = 1.14.

*Strength and energy at the point.* The one-point value can be split into two factors. At k* the oscillator strength is S = 5.36, not 8. The strength-weighted gap E* there follows from

χ(k*) = ω_p² (S/8)/E*²

E* = 16.6 eV × √[(5.36/8)/3.84] = 6.93 eV.

Relative to the full sum, the strength contributes a factor 5.36/8 = 0.67, and the energies contribute (5.13/6.93)² = 0.55. Their product is 0.37, which is the ratio 3.84/10.46.

Both errors matter. If the full strength of 8 is restored by hand but the gap of 6.93 eV is kept, the result is 1 + (16.6/6.93)² = 6.7, still far too low. Penn's formula has neither defect to this degree: the sum rule supplies the strength of the whole zone, and the inserted gap stands for the energies of the whole zone. It is an average over transitions, not a sample at one k.

One coincidence could mislead. The smallest direct gap at k* is 5.18 eV. Put into Penn's formula it gives 1 + (16.6/5.18)² = 11.3, close to the reference. But the smallest gap is not the strength-weighted gap at that point, and the formula again borrows the full strength from the sum rule. This does not show that the one-point sum works.

*Why smoothness is not enough.* The star amplitudes follow from the grid by projection. A star with n_s members has ⟨A_s²⟩ = 1/n_s, and different stars are orthogonal, so

a_s = n_s ⟨χA_s⟩.

The first three amplitudes are 17.84, 0.62 and −0.25. The point therefore does remove a large term, the first star. The third star contributes only (−0.25)(−0.1835) = 0.05 at k*. The total error, however, is 3.842 − 10.455 = −6.61. Nearly all of it comes from stars beyond the third, and chiefly from two of them. The fourth star, (2,2,0), has an amplitude of about 14.2 and A = −0.266 at k*, which gives −3.8. The star (3,3,0) has an amplitude of about 9.9 and A = −0.293, which gives −2.9. Among the shorter stars the large amplitudes belong to the family (n,n,0): about 17.8, 14.2, 9.9 and 6.4 for n = 1 to 4.

The spread of χ over the zone shows how much those stars hold. The rms deviation from the mean is 7.62, so the variance is 58.1. By orthogonality each star contributes a_s²/n_s. The first, with 12 members, gives 17.84²/12 = 26.5, and the next two together give less than 0.1. This leaves about 31.5, more than half the variance, in the more distant stars, and about 28.5 of it lies in (2,2,0), (3,3,0) and (4,4,0). Their joint rms size is √31.5 = 5.6. An error of 6.6 at a point that does nothing to cancel them is about 1.2 times this rms size: larger than typical, but not exceptional. For the full χ, with the first star included, 31 % of the zone lies farther from the mean than k* does.

The special-point grids show how far the series reaches. On a grid of odd multiples of 1/m, the average of cos πhx vanishes unless h is a multiple of m. A star then survives only if all three of its integers are multiples of m. For m = 4 the shortest survivor is (4,0,0), with |R| = 2a. The two-point error in ε, 18.89 − 11.46 = 7.4, therefore comes wholly from stars with |R| ≥ 2a. The star (4,0,0) itself gives only about −0.4, while (4,4,0) gives about 6.4. For m = 8 the survivors begin at |R| = 4a, and the error is down to 0.7. The Fourier series of χ does become small, but over several lattice constants and not after two or three stars. Cancelling more stars also does not guarantee a smaller error at each step, as the two-point result shows.

Such a long range in R means sharp structure in k. At Γ, where the direct gap is 3.42 eV, χ reaches 80.3, nearly eight times its mean. High values are confined to a small region: χ > 45 would be a deviation of more than 34.5, and an rms deviation of 7.62 allows this in at most (7.62/34.5)² ≈ 5 % of the zone. In fact χ > 45 holds in only about 0.2 % of the zone, and that region carries less than a tenth of the variance, so the peak at Γ alone does not account for the distant stars. χ is also large at L (about 44) and X (about 25), and it falls below 1 at W.

*What the derivatives and denominators do.* The sum rule gives one definite reason why a point suited to band energies may be poor for optical strength. Expand the filled-band energy as W = W₀ + Σ w_s A_s. Each cosine obeys ∇²A_s = −R_s²A_s, so

S(k) = 8 + (1/3) Σ_s R_s² w_s A_s(k).

Every star of the energy reappears in the strength multiplied by R_s². Distant stars, which k* does not cancel, are thereby enhanced. At k* the result is a strength 33 % below the zone average. Equivalently, ∇²W = 3(8 − 5.36) = 7.9 in atomic units: the filled bands together curve upward there.

The dielectric sum uses the same matrix elements with two more powers of 1/E, and its error at the same point is 63 %. The additional denominators give more weight to regions of small gap, and k*, with a strength-weighted gap of 6.93 eV against 5.13 eV for the zone, is not one of them.

A mean-value point can be expected to serve well when the stars beyond the cancelled ones are small. That would be so for χ if the gap and the matrix elements varied little across the zone. In the limit where χ is constant, any point gives the average. Silicon in this model is far from that limit, and the ten-point set is the smallest of the sets tried here that improves on Penn's estimate.

All numerical values are calculated from the stated model.
